# Path Expansion of the Green Function and the Graphical Interference Rule, part 2

When does the transmission \(\mathcal T\) through a molecule vanish at the Fermi level? The molecule has one orthonormal orbital per site and a Hermitian matrix \(H\) with site energies \(H_{kk}\) and hoppings \(H_{kl}\), nonzero on bonds. Electrons are independent and transport is coherent. Energies are in eV, conductances in siemens. The leads touch one site each, \(i\neq j\).

Let \(A=E-H\), \(D=\det A\), \(G=A^{-1}\). \(D_S\) is the determinant with the sites \(S\) removed (1 if none remain), and

\[ \partial D/\partial A_{jj}=D_j,\qquad G_{jj}=D_j/D. \tag{6} \]

The cofactor \(C_{ij}=DG_{ij}\) is a polynomial in \(E\). A diagram \(d\) is a self-avoiding path from \(i\) to \(j\), with each remaining site lone or on one directed loop. Two-site loops are dimers; longer ones are rings, each direction counting separately. With \(n_d\) loops, dimers included,

\[ C_{ij}=\sum_d(-1)^{n_d}\prod_{\rm path}H\;\prod_{\rm loops}H\;\prod_{\rm lone}(E-H_{kk}), \tag{10} \]

\(D\) and \(D_S\) have the same expansion without the path.

The leads are semi-infinite chains with zero site energy and hoppings \(-t_L,-t_R\), joined to \(i,j\) by \(-v_L,-v_R\). Lead waves have \(E=-2t_L\cos q_L\), \(0<q_L<\pi\), and velocity \(u=(2t_L/\hbar)\sin q_L\). Wave matching inside both bands gives, likewise for \(R\),

\[ \Sigma_L=-\frac{v_L^2}{t_L}e^{\mathrm{i}q_L}\equiv\Lambda_L-\tfrac{\mathrm{i}}{2}\Gamma_L,\qquad \Lambda_L=\frac{v_L^2E}{2t_L^2},\qquad \Gamma_L=\frac{2v_L^2}{t_L}\sin q_L, \tag{19} \]
\[ \Delta=D-\Sigma_LD_i-\Sigma_RD_j+\Sigma_L\Sigma_RD_{ij}, \tag{21} \]
\[ \mathcal T(E)=\Gamma_L\Gamma_R\,\frac{|C_{ij}(E)|^2}{|\Delta(E)|^2}. \tag{22} \]
\[ \Delta(E)=0\iff H\text{ has an eigenvector at }E\text{ with }\phi_i=\phi_j=0. \tag{24} \]

"Uniform" means \(H_{kk}=0\) and \(H_{kl}=-t\) on bonds, \(t>0\). A uniform open chain of \(n\) sites has determinant \(K_n\), with \(K_0=1\), \(K_1=E\),

\[ K_2=E^2-t^2,\quad K_3=E^3-2t^2E,\quad K_4=E^4-3t^2E^2+t^4, \]
\[ K_5=E^5-4t^2E^3+3t^4E=E(E^2-t^2)(E^2-3t^2). \tag{11} \]

For the uniform benzene ring, sites 1 to 6 in order, the ortho, meta and para cofactors and \(D\) are

\[ C_{12}=-tK_4+(-t)^5,\qquad C_{12}(0)=-2t^5, \tag{12} \]
\[ C_{13}=t^2K_3+t^4E=t^2E^3-t^4E=t^2E\,(E^2-t^2), \tag{13} \]
\[ C_{14}=2(-t)^3K_2=-2t^3(E^2-t^2),\qquad C_{14}(0)=2t^5. \tag{14} \]
\[ D=(E^2-t^2)^2(E^2-4t^2),\qquad D(0)=-4t^6. \tag{15} \]

### 2.1 The rule and its converse

Let all site energies be equal, let the Fermi level lie at that energy, and call it zero: \(H_{kk}=E_F=0\). At \(E=0\) a lone site weighs zero, so in (10) the diagrams with lone sites drop out. Call the others complete. In a complete diagram each site other than \(i\) and \(j\) has one line entering and one leaving, along bonds, and

\[ C_{ij}(0)=\sum_{d\ \rm complete}(-1)^{n_d}\prod_{\rm path}H\prod_{\rm loops}H. \tag{25} \]

This gives a graphical rule. Try to draw a continuous path along bonds from \(i\) to \(j\) such that the sites not on the path can all be paired with a neighbour or joined into closed rings. If this cannot be done, the sum (25) is empty and \(C_{ij}(0)=0\). By (22) and (24), \(\mathcal T(0)=0\) then follows if \(H\) has no zero mode that vanishes on both contacts. A nonzero \(\det H\) guarantees this, since then there is no zero mode at all.

An empty sum is zero whatever the weights, so such a zero of the cofactor holds for all values of the hoppings on the given bonds, real or complex; whether it is a zero of \(\mathcal T\) still depends on (24) for the hoppings at hand. The converse is true in the following sense. Treat the hoppings as independent real variables \(h_b\), one per bond \(b\). Each complete diagram is a monomial in the \(h_b\). A dimer uses its bond twice; the path and the rings of length three or more use each of their bonds once; and since the pieces share no site, they share no bond. The monomial therefore fixes the undirected drawing: bonds with exponent two are the dimers, and bonds with exponent one fall into connected pieces, of which the open one is the path and the closed ones are the rings. Diagrams with the same monomial differ in the directions of rings alone, have the same \(n_d\), and add with the same sign. If one complete diagram exists, its monomial has a nonzero coefficient and the polynomial (25) is not identically zero. Real hoppings are a special case of complex ones, so

\[ \text{no complete diagram}\iff C_{ij}(0)=0\text{ for all hoppings on the graph}. \tag{26} \]

The rule finds the structural zeros, all of them and no others. For one given set of hoppings it is sufficient for \(C_{ij}(0)=0\) but not necessary, because different monomials can cancel on a surface in the space of hoppings, and the uniform point can lie on that surface.

### 2.2 Counting consequences

Let the graph be bipartite, with sublattices of \(n_A\) and \(n_B\) sites and bonds from A to B alone. A dimer or ring alternates between A and B and holds equally many sites of each. A path alternates too: it holds equal numbers if \(i\) and \(j\) lie on opposite sublattices, and one A site in excess if both lie on A. A complete diagram covers all sites, so it requires

\[ n_A-n_B=0\ \ (i,j\text{ opposite}),\qquad +1\ \ (\text{both on A}),\qquad -1\ \ (\text{both on B}). \tag{27} \]

For a balanced graph such as benzene, same-sublattice contacts give a structural zero of the cofactor. Condition (27) is necessary for a diagram, not sufficient, and it says nothing about graphs with odd rings.

Away from \(E=0\), a diagram with \(m\) lone sites carries \(E^m\). If each diagram has at least \(k\) lone sites,

\[ C_{ij}=O(E^k),\qquad \mathcal T=O(E^{2k})\quad\text{for }\Delta(0)\neq0. \tag{28} \]

This is a lower bound on the order of the zero; cancellations can raise the order.

### 2.3 Worked example: the benzene graph

The parameters are round model values: \(t=2.5\) eV, two equal leads with \(t_L=5\) eV and \(v=1\) eV. By (19), \(\Gamma(0)=2v^2/t_L=0.4\) eV, \(\Sigma(0)=-\mathrm{i}\Gamma/2\), and \(\Sigma^2=-\Gamma^2/4\). Two ratios recur: \((\Gamma/t)^2=0.16^2=0.0256\) and \((\Gamma/2t)^2=0.0064\). The model has one π channel; it leaves out σ orbitals, interactions and vibrations, and its conductances are not predictions for a real junction.

For para contacts there are two complete diagrams, each a three-bond path with one dimer, weighing \((-t)^3(-t^2)=+t^5\); they add to \(C_{14}(0)=2t^5\), as in (14). With \(D(0)=-4t^6\), \(G_{14}(0)=-1/2t=-0.2\ {\rm eV}^{-1}\). In (21), \(D_1=D_4=K_5(0)=0\) and \(D_{14}=K_2(0)^2=t^4\), so \(\Delta=-4t^6-\Gamma^2t^4/4\) and \(|\Delta|=(4+0.0064)t^6=4.0064\,t^6\). Then

\[ \mathcal T_{\rm para}(0)=\frac{4\Gamma^2t^{10}}{(4t^6+\Gamma^2t^4/4)^2}=\frac{(\Gamma/2t)^2}{(1+\Gamma^2/16t^2)^2}=\frac{0.0064}{1.0016^2}=6.380\times10^{-3}. \tag{29} \]

For ortho contacts, \(C_{12}(0)=-2t^5\) by (12) and \(D_{12}=K_4(0)=t^4\), so \(|C|\) and \(\Delta\) are the same and the transmission at \(E=0\) equals (29).

For meta contacts, path 1-2-3 leaves three sites in a chain, of which one stays unpaired, and path 1-6-5-4-3 leaves site 2 alone. No complete diagram exists, \(D(0)\neq0\), and \(\mathcal T(0)=0\). Here \(k=1\). The diagrams with one lone site are two from the short path, each \(t^2(-t^2)E\), and one from the long path, \(+t^4E\); they sum to \(-t^4E\), the linear term of (13). Since \(D_1=D_3=0\) and \(D_{13}=K_1K_3=0\) at \(E=0\), \(|\Delta(0)|=4t^6\), and

\[ \mathcal T_{\rm meta}\simeq aE^2,\qquad a=\frac{\Gamma^2t^8}{16t^{12}}=\frac{\Gamma^2}{16t^4}=\frac{0.16}{625}\ {\rm eV^{-2}}=2.56\times10^{-4}\ {\rm eV^{-2}}. \tag{30} \]

The exponent obtained from the wave-matching solution near \(E=0\) is 2.000.

At finite temperature the zero leaves a floor. A chain of length \(\ell\) sites has \(\ell\,dq/2\pi\) right-moving states per spin in \(dq\), each carrying a particle current \(u/\ell\), and \(u\,dq=dE/\hbar\); the current per spin and energy is \(1/h\). With Fermi functions \(f_L,f_R\) the magnitude of the current is \((2e/h)\int\mathcal T(f_L-f_R)\,dE\), and for a small bias \(V\), \(f_L-f_R=eV(-\partial f/\partial E)\). The conductance is

\[ \mathsf G=G_0\int\mathcal T(E)\left(-\frac{\partial f}{\partial E}\right)dE,\qquad G_0=\frac{2e^2}{h}=7.748\times10^{-5}\ {\rm S}. \tag{31} \]

With \(x=E/k_BT\), \(-\partial f/\partial E\,dE=e^{-x}(1+e^{-x})^{-2}dx\), an even weight, which for \(x>0\) equals \(\sum_{n\ge1}(-1)^{n+1}ne^{-nx}\). Using \(\int_0^\infty x^pe^{-nx}dx=p!/n^{p+1}\), the second moment is \(2\cdot2\sum(-1)^{n+1}n^{-2}=4\cdot\pi^2/12=\pi^2/3\), and the fourth is \(2\cdot24\sum(-1)^{n+1}n^{-4}=48\cdot7\pi^4/720=7\pi^4/15\). For \(\mathcal T=aE^2+bE^4+\dots\) (odd powers integrate to zero),

\[ \mathsf G_{\rm meta}=G_0\,a\,\frac{\pi^2}{3}(k_BT)^2\left[1+\frac{7\pi^2}{5}\frac ba(k_BT)^2+\dots\right]. \tag{32} \]

At 300 K, \(k_BT=0.025852\) eV, and the leading term is \(7.748\times10^{-5}\times2.56\times10^{-4}\times3.290\times6.683\times10^{-4}=4.361\times10^{-11}\) S. Quadrature of (31) gives \(4.377\times10^{-11}\) S \(=5.65\times10^{-7}G_0\), which is 0.35% above the leading term. The size of the excess follows from the isolated molecule: \(G_{13}=(E/4t^2)(1-E^2/t^2)^{-1}(1-E^2/4t^2)^{-1}\), whose square has the relative correction \(2(1+\tfrac14)E^2/t^2\). This part of \(b/a\), \(5/2t^2=0.4\ {\rm eV^{-2}}\), gives \(13.82\times0.4\times6.683\times10^{-4}=0.37\%\); the terms it omits are the energy dependence of \(\Gamma\) and of \(\Delta/D\). The para conductance is \(G_0\mathcal T_{\rm para}(0)=4.943\times10^{-7}\) S at zero temperature and \(4.947\times10^{-7}\) S \(=6.38\times10^{-3}G_0\) at 300 K. The para/meta ratio at 300 K is \(1.13\times10^4\) in this model.

### 2.4 Closed rings must be allowed

The azulene graph has a perimeter of ten sites 1, 2, 3, 3a, 4, …, 8, 8a and a cross bond 3a–8a, which makes a five- and a seven-membered ring. Contact sites 1 and 3. There are three paths. The two that start along 1-8a leave site 2 alone. Path 1-2-3 leaves the seven-membered ring, which has an odd number of sites and cannot be covered by dimers. A drawing rule with pairing alone would predict a zero. The ring can be covered by a closed loop, in two directions, each weighing \(-(-t)^7=+t^7\), so \(C(0)=t^2\cdot2t^7=2t^9\). For \(D(0)\): the two dimer covers of the perimeter give \(2(-t^2)^5\), the two perimeter loops give \(-2t^{10}\), and a dimer on the cross bond or a loop on either small ring leaves an odd chain; hence \(D(0)=-4t^{10}\). Removing site 1 forces the dimer 2-3 and leaves the seven-ring, so \(D_1=(-t^2)(2t^7)=-2t^9\), and \(D_3\) is the same by symmetry. Removing both isolates site 2, so \(D_{13}=0\). Then \(\Delta=-4t^{10}+(\mathrm{i}\Gamma/2)(-4t^9)\), \(|\Delta|=4\sqrt{1.0064}\,t^{10}=4.0128\,t^{10}\), and \(\mathcal T(0)=0.0256\times4/(16\times1.0064)=6.359\times10^{-3}\), close to the para value of benzene.

### 2.5 Zero modes: one harmless, one fatal

In the three-site chain with contacts 1 and 2, site 3 is a side group. The single path leaves it alone, \(C_{12}=-tE\), and no complete diagram exists. Here \(D(0)=K_3(0)=0\), with zero mode \((1,0,-1)\). It does not vanish on site 1, so (24) gives \(\Delta\neq0\): \(D_1=-t^2\), \(D_2=E^2\to0\), \(D_{12}=E\to0\), \(|\Delta|=\Gamma t^2/2=0.08\,t^3\). The rule holds, \(\mathcal T(0)=0\), although \(\det H=0\).

In the uniform square ring with opposite contacts 1 and 3, each of the two paths leaves one site alone, so \(C_{13}=2t^2E\) and the drawing predicts a zero. But \((0,1,0,-1)\) is a zero mode that vanishes on both contacts. The ring energies \(\pm2t,0,0\) give \(D=E^4-4t^2E^2\), while \(D_1=D_3=K_3\) and \(D_{13}=E^2\). Dividing \(C\) and \(\Delta\) by \(E\),

\[ \mathcal T=\frac{4\Gamma^2t^4}{|E^3-4t^2E-2\Sigma(E^2-2t^2)+\Sigma^2E|^2}\;\xrightarrow{E\to0}\;\frac{4\Gamma^2t^4}{|4t^2\Sigma|^2}=\frac{4\Gamma^2t^4}{4\Gamma^2t^4}=1. \tag{33} \]

The wave-matching solution at \(E=10^{-4}\) eV gives 1 to the printed digits. The predicted zero is a perfect resonance. The odd combination of sites 2 and 4 decouples and supplies the common factor \(E\); the even combination forms with 1 and 3 a three-site chain whose zero mode \((1,0,-1)\) sits symmetrically on the contacts.

### 2.6 Zeros the rule does not see

In the square with adjacent contacts, path 1-2 with dimer 3-4 weighs \((-t)(-t^2)=+t^3\) and path 1-4-3-2 weighs \(-t^3\). Two complete diagrams exist and cancel: \(C_{12}=-tK_2-t^3=-tE^2\). The zero modes are spanned by \((1,0,-1,0)\) and \((0,1,0,-1)\), and no combination vanishes on both 1 and 2; indeed \(\Delta(0)=\Sigma^2K_2(0)=\Gamma^2t^2/4=0.0064\,t^4\). So \(\mathcal T\propto E^4\) while (28) has \(k=0\); the computed exponent is 3.999.

Cancellation does not need \(\det H=0\). Take the benzocyclobutadiene graph: hexagon 1 to 6, two further sites with bonds 1-7, 7-8, 8-2, and contacts 3 and 4. Let bond 7-8 have hopping \(-s\) and the others \(-t\). Path 3-4 forces the dimer 5-6 and leaves the square 1-2-8-7, with two dimer covers, \(t^2s^2\) and \(t^4\), and two loops, \(-t^3s\) each; their sum is \(t^2(s-t)^2\). Path 3-2-1-6-5-4 leaves the dimer 7-8, and path 3-2-8-7-1-6-5-4 leaves nothing. The six diagrams give

\[ C_{34}(0)=(-t)(-t^2)\,t^2(s-t)^2+(-t)^5(-s^2)-t^6s=t^5(s-t)(2s-t), \tag{34} \]

where the last step uses \((s-t)^2+s(s-t)=(s-t)(2s-t)\). For \(D(0)\), the dimer covers give \(2t^6s^2+t^8\), the hexagon loops with dimer 7-8 give \(+2t^6s^2\), the square loops with two dimers give \(-2t^7s\), and the perimeter loops give \(-2t^7s\); the sum is \(t^6(2s-t)^2\). At \(s=t\), \(D(0)=t^8\), \(C=0\) and \(\mathcal T(0)=0\). At \(s=2.75\) eV \(=1.1t\), \(C=0.1\times1.2\,t^7=0.12\,t^7\) and \(D=1.44\,t^8\). \(D_3=D_4=0\), because seven sites of a bipartite graph cannot be covered by even loops, and \(D_{34}=-t^4(s-t)^2=-0.01\,t^6\) adds \(0.0064\times0.01\,t^8\) to \(\Delta\). Thus \(\mathcal T(0)=0.0256\times0.0144/1.44006^2=1.778\times10^{-4}\). With separate hoppings \(-h_{kl}\) on all bonds, the same diagrams share the factor \(h_{12}h_{78}-h_{17}h_{28}\). Changing one bond of the four-membered ring therefore lifts this zero (changing one of the other five bonds does not), whereas by (26) no change of the six hoppings lifts the zero of the meta cofactor of benzene. The transmission zero persists as long as \(D(0)\neq0\). For real hoppings \(-h_1,\dots,-h_6\) round the ring, the two dimer covers and the two loops give \(D(0)=-(h_1h_3h_5+h_2h_4h_6)^2\), which is nonzero when all \(h_b>0\). Reversing the sign of one bond of the uniform ring makes \(D(0)=0\), with a zero mode on sites 2, 4, 6 that vanishes on both contacts, and (22) then reads \(0/0\).

Among the 1024 labelled graphs on five sites with fixed contacts, disconnected ones included, 599 have no complete diagram, 153 have diagrams that cancel for uniform hopping, and 320 have \(\Delta(0)=0\); the last class is counted independently of the first two. On all of them, (24) was tested at \(E=0\) with uniform hopping and (26) with random real hoppings.

### 2.7 Changing the graph: site energies and longer hoppings

A site energy \(H_{kk}=\varepsilon\) gives the lone site \(k\) the weight \(-\varepsilon\) at \(E=0\), so drawings may leave that site unpaired. Take meta benzene. On a contact site \(\varepsilon\) never enters \(C_{13}\). On site 2, the long path acquires \(E-\varepsilon\):

\[ C_{13}=t^2K_3+t^4(E-\varepsilon)=t^2(E^3-t^2E-t^2\varepsilon). \tag{35} \]

The root near zero obeys \(E=-\varepsilon+E^3/t^2\). For \(\varepsilon=-0.5\) eV it lies at 0.52287 eV, as \(0.5+0.52287^3/6.25=0.5+0.02287\) confirms. The cubic has three real roots only for \(|\varepsilon|<2t/(3\sqrt3)=0.96\) eV; at that value this root merges with a second one at \(|E|=t/\sqrt3\), and beyond it both are gone, so a larger site energy on site 2 removes this zero instead of shifting it. On site 4, the chain 4-5-6 has determinant \((E-\varepsilon)K_2-t^2E\), and

\[ C_{13}=t^2[(E-\varepsilon)K_2-t^2E]+t^4E=t^2(E-\varepsilon)(E^2-t^2), \tag{36} \]

with the zero at \(E=\varepsilon=-0.5\) eV, a shift in the opposite direction. On site 5, leaving 5 unpaired leaves 4 and 6 unpaired as well; the chain determinant is \(E^2(E-\varepsilon)-2t^2E\), and the zero stays at \(E=0\). The printed \(\mathcal T(0)\) is the same for sites 2 and 4, and this follows from the diagrams. In both cases \(|C(0)|=t^4|\varepsilon|\); \(D(0)=-4t^6-\varepsilon K_5(0)=-4t^6\); each of the five-site chains left by removing 1 or 3 has one cover, the perturbed site lone and two dimers, so \(D_1=D_3=-\varepsilon t^4\); and \(D_{13}=0\), because the chain 4-5-6 vanishes in the first case and the lone site 2 in the second. Then \(|\Delta|^2=16t^{12}+\Gamma^2\varepsilon^2t^8\), and with \(y=a\varepsilon^2=6.4\times10^{-5}\), \(\mathcal T(0)=y/(1+y)=6.3996\times10^{-5}\).

A second-neighbour hopping \(-t_2\) adds edges within each sublattice. The graph is no longer bipartite, and 20 complete diagrams appear. To first order in the added matrix \(V\), \(\delta G=GVG\), which follows from expanding \((A-V)^{-1}\). At \(E=0\), (12), (14) and (15) give \(G=+1/2t\) for ortho and \(-1/2t\) for para pairs, and \(G=0\) within a sublattice by (13) and (6). In \(\delta G_{13}=\sum G_{1k}V_{kl}G_{l3}\) the sites \(k\ne l\) run over 2, 4, 6, with \(V_{kl}=-t_2\). The signs of \(G_{1k}\) are \((+,-,+)\) and those of \(G_{l3}\) are \((+,+,-)\). The sum over all nine pairs is \(1\times1\), the three terms with \(k=l\) sum to \(-1\), and the rest is 2. So \(\delta G_{13}=-2t_2/4t^2=-t_2/2t^2=-0.02\ {\rm eV^{-1}}\) for \(t_2=0.25\) eV. The estimate \(\Gamma^2\delta G_{13}^2=6.4\times10^{-5}\) is 2% below the computed \(6.53\times10^{-5}\). With the slope \(1/4t^2\) of \(G_{13}\), the zero moves to \(2t_2=0.5\) eV at first order, against the computed 0.5105 eV. At this \(t_2\) the zero is displaced, not removed. Summing over the ring states shows that it solves \(t_2E^2-(t^2-t_2^2)E+2t_2(t^2-t_2^2)=0\), whose roots are real for \(0<t_2\le t/3\) and complex for \(t/3<t_2<t\), where this zero is lost. With the Fermi level kept at \(E=0\), the site energy on site 2 or 4, or the second-neighbour hopping, at the values chosen gives a transmission about a hundred times the thermal floor of \(5.65\times10^{-7}\) and about a hundred times below the para value, whereas the site energy on site 5 or on a contact site leaves the zero at \(E=0\). Such terms can also move the molecular levels: the second-neighbour hopping raises the levels at \(\pm t\) by \(t_2\), so from a Fermi level in the middle of the gap the distance to the zero is about \(t_2\), not \(2t_2\), and the transmission there is smaller. A zero displaced by \(E_0\) from the Fermi level, by such a term or by a shift of \(E_F\), gives \(\mathcal T\simeq aE_0^2\) at leading order, to be compared with the floor \(a\pi^2(k_BT)^2/3\) of (32). The displacement fixes the conductance when \(|E_0|\gg\pi k_BT/\sqrt3=0.047\) eV at 300 K; here \((0.5/0.047)^2\approx1.1\times10^2\).

## Computed results

```
t = 2.5 eV, tL = 5.0 eV, v = 1.0 eV, Gamma(0) = 0.4000 eV
G0 = 2e^2/h = 7.748092e-05 S; kT(300 K) = 0.025852 eV
5-site graphs 1024: no diagram 599, cancelling 153, Delta(0)=0 320
benzene ortho: paths 2, diagrams 2, C(0) = -2 t^5, D(0) = -4 t^6
   |Delta(0)| = 4.0064 t^6, T(E=0 eV) = 0.00637957
benzene meta: paths 2, diagrams 0, C(0) = 0 t^5, D(0) = -4 t^6
   |Delta(0)| = 4 t^6, T(E=0 eV) = 0
benzene para: paths 2, diagrams 2, C(0) = 2 t^5, D(0) = -4 t^6
   |Delta(0)| = 4.0064 t^6, T(E=0 eV) = 0.00637957
azulene 1,3: paths 3, diagrams 2, C(0) = 2 t^9, D(0) = -4 t^10
   |Delta(0)| = 4.01278 t^10, T(E=0 eV) = 0.0063593
3-chain 1,2: paths 1, diagrams 0, C(0) = 0 t^2, D(0) = 0 t^3
   |Delta(0)| = 0.08 t^3, T(E=0 eV) = 0
square 1,2: paths 2, diagrams 2, C(0) = 0 t^3, D(0) = 0 t^4
   |Delta(0)| = 0.0064 t^4, T(E=0 eV) = 0
square 1,3: paths 2, diagrams 0, C(0) = 0 t^3, D(0) = 0 t^4
   |Delta(0)| = 0 t^4, T(E=0.0001 eV) = 1
benzocyclobutadiene: paths 3, diagrams 6, C(0) = 0 t^7, D(0) = 1 t^8
   |Delta(0)| = 1 t^8, T(E=0 eV) = 0
exponent of T near E=0: meta benzene 2.000, square 1,2 3.999
benzocyclobutadiene, outer 4-ring bond 2.75 eV: T(0) = 1.7776e-04
eps = -0.5 eV on site 2: zero at 0.52287 eV, T(0) = 6.3996e-05
eps = -0.5 eV on site 4: zero at -0.50000 eV, T(0) = 6.3996e-05
eps = -0.5 eV on site 5: zero at 0.00000 eV, T(0) = 0.0000e+00
second-neighbour t2 = 0.25 eV: diagrams 20, T(0) = 6.5295e-05, zero at 0.5105 eV
G_para(0) = -0.2000 1/eV; closed-form T_para(0) = 6.379569e-03
meta curvature a = 2.5600e-04 1/eV^2
conductance para, 0 K = 4.9429e-07 S
conductance para, 300 K = 4.9471e-07 S = 6.3849e-03 G0
conductance meta, 300 K = 4.3765e-11 S = 5.6485e-07 G0
meta Sommerfeld estimate = 4.3612e-11 S; quadrature/estimate = 1.0035
para/meta ratio at 300 K = 1.1304e+04
```
